Comment on net trapped charge and the voltage of an insulating film

**The argument under review**

The manuscript considers an insulating film between two plane metal electrodes. Equal amounts of positive and negative charge have been trapped in it. The reasoning has three steps:

(a) The trapped charge adds up to zero.

(b) By Gauss's law, a neutral film between uncharged electrodes produces no field outside itself.

(c) With no field outside, there is no potential difference between the electrodes, so the open-circuit voltage is zero. Conversely, a measured zero shows that the film is neutral.

Step (a) is sound, and so is step (b) for a wide, laterally uniform film, away from its edges. Step (c) does not follow. The potential difference is the integral of the field along a path from one electrode to the other, and the direct path runs through the film, where step (b) says nothing about the field. A path outside the film must go round its edge. It gives the same potential difference, because it passes through the fringing field, which step (b) leaves out. Close to the edge that field is comparable to the mean field across the film, however wide the film is; farther out it is weaker, but the path through it is longer. The converse fails as well. What the voltage does measure can be found in a few lines.

**Assumptions and signs**

The film occupies 0 < x < L and has uniform permittivity ε. Its trapped charge density ρ(x) depends on x alone, and edge effects are neglected. There is no permanent polarization; the linear dielectric response is contained in ε. The electrodes are of the same metal, so no contact potential is added to the electrostatic one. Gaussian units are used. Per unit area, define

Q = ∫₀ᴸ ρ dx,  M = ∫₀ᴸ xρ dx,  V = φ(L) − φ(0).

Here Q is the net trapped charge and M its first moment. The electrodes at x = 0 and x = L carry areal charges σ₀ and σ_L, and the system as a whole is neutral:

σ₀ + σ_L + Q = 0.

The field outside then vanishes, and the electrode charges sit on the faces that touch the film.

**What Gauss's law fixes**

Inside the film,

ε dE/dx = 4πρ.

Integration from 0 to L gives

ε[E(L) − E(0)] = 4πQ.

The net charge therefore fixes the difference between the fields at the two ends. If Q = 0 these fields are equal, but the field between them can still be large.

The end fields follow from a thin Gaussian box around each metal surface. The field in the metal is zero. At the left electrode the film lies on the +x side, and at the right electrode on the −x side, so

εE(0) = 4πσ₀,  −εE(L) = 4πσ_L.

Subtracting the first field from the second gives −4π(σ₀ + σ_L) = 4πQ, in agreement with the integrated law.

**What the voltage measures**

Since E = −dφ/dx,

V = −∫₀ᴸ E dx.

Integrate by parts, writing the factor 1 in the integrand as dx/dx:

V = −[xE]₀ᴸ + ∫₀ᴸ x (dE/dx) dx.

The boundary term at x = 0 vanishes because of the factor x. At x = L it is −LE(L) = +4πLσ_L/ε. In the remaining integral dE/dx = 4πρ/ε. Hence

V = (4π/ε)(M + Lσ_L).  (1)

If the electrode at L is uncharged,

V = 4πM/ε.  (2)

This is the sense in which the voltage depends on the first moment of the trapped charge. The condition σ_L = 0 is essential, as the short-circuit case below shows. For a neutral film it implies σ₀ = 0 too, which is the situation the manuscript has in mind.

The simplest example is a sheet −q at x₁ and a sheet +q at x₂ > x₁, with uncharged electrodes. The field is −4πq/ε between the sheets and zero elsewhere. The voltage is 4πq(x₂ − x₁)/ε, although Q = 0 and the outside field vanishes.

A moment taken about x = 0 may look like an arbitrary choice. If the whole distribution is displaced by b inside the film, M changes by

∫ bρ dx = bQ.

For Q = 0 nothing changes, so the voltage of a neutral film does not depend on the origin or on a rigid displacement. For Q ≠ 0 a displacement is physically significant, because it changes the distance between the trapped charge and its countercharge on the electrode at x = 0.

**A neutral film with a large voltage**

Take L = 2.0 × 10⁻³ cm, ε = 2, and N = 10¹¹ elementary charges of each sign per cm². These are round model values. Negative charge is concentrated near x = 0 and positive charge near x = L:

ρ(x) = ρ₀[exp(−(L − x)/a) − exp(−x/a)],  a = 2.0 × 10⁻⁴ cm.

The two terms are mirror images with opposite signs, so Q = 0. The areal charge of one sign is

q = eN = 4.8032 × 10⁻¹⁰ × 10¹¹ = 48.03 statC/cm²,

and it is related to the amplitude by

q = ρ₀ ∫₀ᴸ exp(−x/a) dx = ρ₀a[1 − exp(−L/a)].

The mean depth d of either charge, measured from its own surface, requires

∫₀ᴸ x exp(−x/a) dx = −aL exp(−L/a) + a²[1 − exp(−L/a)],

again by parts. Division by a[1 − exp(−L/a)] gives

d = a − L/[exp(L/a) − 1] = 1.9991 × 10⁻⁴ cm.

The negative centroid is at d and the positive one at L − d. Therefore

M = q(L − d) − qd = q(L − 2d) = 48.03 × 1.6002 × 10⁻³ = 0.07686 statC/cm.

With uncharged electrodes, equation (2) gives

V = 4π × 0.07686/2 = 0.4829 statV,

or about 145 V. A direct numerical solution of Poisson's equation for this density, with σ_L = 0, also gives 0.4829 statV. Reflecting the charge distribution about the midplane reverses the sign of V, while Q remains zero.

The field that step (c) overlooks is largest in magnitude at the midplane, because ρ is negative to the left of it and positive to the right. With σ₀ = 0,

E(L/2) = (4π/ε) ∫ ρ dx, taken from 0 to L/2,
E(L/2) = −(4πρ₀a/ε)[1 − exp(−L/2a)]² = −298 statV/cm.

It points from the positive charge towards the negative charge, so the potential rises towards x = L.

**Why a zero reading does not establish neutrality or absence of charge**

Consider three narrow layers: +q/2 centred at 0.2L, −q at 0.5L and +q/2 at 0.8L. Each is a Gaussian with standard deviation 0.03L. Then Q = 0 and

M = qL(0.1 − 0.5 + 0.4) = 0.

With uncharged electrodes the voltage vanishes. The field does not: between the layers it has magnitude 4π(q/2)/ε = 150.9 statV/cm, with opposite signs in the two gaps, and the two contributions to V cancel.

Nor does a zero reading establish Q = 0. Put +2q at L/4 and −q at L/2. Then M = 0, so V = 0 when σ_L = 0, yet the net trapped charge is +q. Its countercharge −q is on the electrode at x = 0.

For charge of a single sign, let x̄ = M/Q be the centroid. If σ_L = 0, equation (2) becomes

V = 4πQx̄/ε.

One layer of charge q at 0.3L and two layers of q/2 at 0.2L and 0.4L have the same centroid, and both give 0.1811 statV. The voltage thus reveals neither the width nor the number of the layers.

**The history of the electrodes matters**

The manuscript does not say whether the film was short-circuited before the measurement. Equation (1) shows that this matters. Under short circuit V = 0, which requires

σ_L = −M/L.

In the exponential example this is −0.07686/(2.0 × 10⁻³) = −38.43 statC/cm². The other electrode carries +38.43 statC/cm², since Q = 0. If the circuit is then opened and the trapped charge stays in place, V remains zero although M does not vanish. A zero reading just after a short is a property of the preparation, not evidence about the trapped charge.

What happens next depends on charge motion. Let j(x) be the conduction current density in the film, positive towards +x, and let j_ext be the current per unit area that the external circuit delivers to the electrode at L. Charge conservation reads

∂ρ/∂t = −∂j/∂x,  dσ_L/dt = j(L) + j_ext.

Differentiating M and integrating by parts,

dM/dt = −∫₀ᴸ x (∂j/∂x) dx = −Lj(L) + ∫₀ᴸ j dx.

Adding L dσ_L/dt cancels the terms in j(L):

d(M + Lσ_L)/dt = ∫₀ᴸ j dx + Lj_ext.  (3)

In open circuit j_ext = 0, and the voltage changes at the rate (4π/ε)∫j dx. Under short circuit the left side is zero, so the short-circuit current is j_ext = −(1/L)∫j dx, minus the spatial mean of the conduction current.

Two routes for the loss of charge after reopening show why the interface must be included. They are prescribed for bookkeeping, not derived from the fields. In both, half of the charge of each sign disappears from the film and the shape of the remaining distribution is unchanged.

First, let the lost charges recombine with each other inside the film, with none crossing to the electrodes. The moment falls to M/2 while σ_L stays at −M/L:

V = (4π/ε)(M/2 − M) = −2πM/ε = −0.2415 statV.

Second, let the lost positive charge leave through x = L and the lost negative charge through x = 0. The moment again falls to M/2, but σ_L rises by q/2:

V = (4π/ε)(M/2 − M + qL/2) = (2π/ε)(qL − M) = 4πqd/ε.

The last step uses M = q(L − 2d). The result is +0.0603 statV. The trapped charge left in the film is the same in both cases, but the voltages have opposite signs. The two routes are not equally accessible. After the short, the field near each electrode pushes the neighbouring trapped charge outwards. The second route lowers the stored energy U = (ε/8π)∫E² dx from 0.87 to 0.36 erg/cm². The first raises it to 2.54 erg/cm², about 21 eV for each pair lost, so in this example it cannot occur as a spontaneous decay in open circuit. Since V² ≤ L∫E² dx = 8πLU/ε, a process that does not raise U keeps |V| below 0.148 statV. The first moment of the trapped charge is therefore insufficient when electrode charge has been left by a short or by charge leaving the film.

If the recombination of the first route takes place under short circuit instead, σ_L follows −M/L from −38.43 to −19.2 statC/cm². A charge of 19.2 statC/cm² then passes through the external circuit to the electrode at L, although the film is neutral throughout.

**Where the ordinary first moment fails**

If the permittivity varies with x, the quantity with a simple source is D = εE, with dD/dx = 4πρ. Define

s(x) = ∫₀ˣ dx′/ε(x′),

so that ds/dx = 1/ε. Then

V = −∫₀ᴸ D (ds/dx) dx = −[sD]₀ᴸ + 4π ∫₀ᴸ sρ dx.

Because s(0) = 0 and D(L) = −4πσ_L,

V = 4π[∫₀ᴸ sρ dx + s(L)σ_L].  (4)

For constant ε, s = x/ε and equation (1) returns. Otherwise the charge is weighted by s rather than by x.

Return to the three-layer film with Q = M = 0, keep its charge and uncharged electrodes, and let ε(x) = 2(1 + x/L). Now s = (L/2)ln(1 + x/L). This function is concave, so its average at 0.2L and 0.8L is less than its value at 0.5L. Treating the layers as thin sheets,

V ≈ 4πq(L/2)[½ ln 1.2 + ½ ln 1.8 − ln 1.5] = −0.0123 statV.

The numerical solution with the Gaussian layers gives the same value to these digits. A film can therefore have zero net charge and zero first moment and still show a voltage, if its permittivity is not uniform.

**Relation to real electrets**

The example is of the same general size as a charged fluoropolymer film: a thickness of tens of micrometres, a permittivity near 2 and a voltage of the order of a hundred volts. The symmetric bipolar profile is a model choice; corona charging often leaves mainly one sign of charge. Three assumptions deserve attention in practice. With different electrode metals, a contact potential of 1 V would shift the 145 V result by about 0.7%. A uniform permanent polarization P towards +x is equivalent to bound sheets −P at x = 0 and +P at x = L, and adds 4πPL/ε to V. In the example, P = M/L = 38.4 statC/cm², or 0.013 μC/cm², would double the voltage. This is several hundred times less than the remanent polarization of poled PVDF, so even a weak permanent polarization cannot be neglected. Finally, if the charge varies laterally, averaging Poisson's equation over the area removes the lateral derivatives, apart from edge effects. Equation (1) then holds for the area averages of ρ and σ_L, provided that each electrode is an equipotential and ε is uniform.

**What would test the claim of neutrality**

One voltage cannot determine Q, but two can, if the trapped charge is the same in both measurements and if each electrode in turn can be shown independently to be uncharged. Let V_a be the voltage with σ_L = 0, and V_b the voltage with σ₀ = 0. In the second case σ_L = −Q, and equation (1) gives

V_b = (4π/ε)(M − LQ).

Subtraction removes the moment:

V_a − V_b = 4πLQ/ε.

For the single layer q at 0.3L the two values are 0.1811 and −0.4225 statV. Their difference, 0.6036 statV, gives

Q = 2 × 0.6036/(4π × 2.0 × 10⁻³) = 48.03 statC/cm²,

which is the charge that was put in. For a neutral film the two voltages agree, whether or not they are zero, because the two conditions then describe the same state. The difference V_a − V_b is simply 4πL/ε times the charge moved from one electrode to the other, so it tests neutrality only if σ_L = 0 and σ₀ = 0 are established without knowing Q. This means nulling the field at each electrode in turn, for example with a vibrating electrode across an air gap; two open-circuit readings between electrodes bonded to the film do not provide it. The manuscript's claim of neutrality should rest on that agreement, and its prediction of zero voltage on a separate determination of M and of the electrode charge.

Computed values

```
INPUTS
film thickness L: 0.002 cm
permittivity eps: 2 (dimensionless)
decay length a: 0.0002 cm
elementary charges of each sign: 1e+11 cm^-2
elementary charge e: 4.8032e-10 statC
one statvolt: 299.79 V
NEUTRAL BIPOLAR FILM, UNCHARGED ELECTRODES
areal charge of one sign q: 48.032 statC/cm^2
density amplitude rho0: 2.4017e+05 statC/cm^3
mean depth d from own surface: 0.00019991 cm
centroid separation L-2d: 0.0016002 cm
first moment M: 0.07686 statC/cm
voltage from moment: 0.48293 statV
voltage from Poisson solution: 0.48293 statV
voltage from Poisson solution: 144.78 V
midplane field: -297.75 statV/cm
mirror-image voltage: -0.48293 statV
NEUTRAL SYMMETRIC TRIPLE LAYER
voltage (rounded): 0.000000 statV
largest internal field magnitude: 150.9 statV/cm
voltage with graded permittivity: -0.012335 statV
SINGLE-SIGN CHARGE q, CENTROID 0.3 L
one layer, electrode at L uncharged: 0.18108 statV
two layers, electrode at L uncharged: 0.18108 statV
one layer, electrode at 0 uncharged: -0.42251 statV
BIPOLAR FILM AFTER SHORTING
short-circuit charge on electrode at L: -38.43 statC/cm^2
voltage on reopening (rounded): 0.00000 statV
voltage after half of each sign recombines: -0.24146 statV
```
